# Valley repopulation and the piezoresistance of n-type silicon: a program that tests the result

```python
# Piezoresistance of nondegenerate n-type silicon from valley repopulation.
# Result under test, for stress X positive in tension:
#   pi11 = -(2/3) xi_u (K-1) / ((c11-c12) kT (2K+1)),  pi12 = -pi11/2,  pi44 = 0
# xi_u, xi_d: deformation potentials (eV); K: transverse/longitudinal mobility
# ratio of one valley; c11, c12, c44: elastic constants (Pa); kT in eV.
# Further estimates: shear-induced mass change, intervalley scattering,
# degeneracy, finite stress, temperature, sample geometry.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

# Rough typical silicon parameters
temperature = 300.0
m_l, m_t = 0.92, 0.19
xi_u, xi_d = 9.0, 1.1
c11, c12, c44 = 166e9, 64e9, 80e9
doping_cm3 = 5e14
shear_potential, band_gap_at_valley = 14.0, 0.53
phonon_energy = 0.050
# Rough sizes of Smith's measured coefficients, in 1e-11/Pa
meas11, meas12, meas44 = -100.0, 53.0, -14.0

k_boltz = const.k / const.e
kT = k_boltz * temperature
K = m_l / m_t
unit = 1e-11


def pi11_formula(ratio=K, temp=temperature):
    geometry = (ratio - 1) / (2 * ratio + 1)
    return -2 / 3 * xi_u * geometry / ((c11 - c12) * k_boltz * temp)


pi11 = pi11_formula()
pi12 = -pi11 / 2

# Elastic response from the full stiffness matrix
stiffness = np.diag([c11 - c12] * 3 + [c44] * 3).astype(float)
stiffness[:3, :3] += c12
compliance = np.linalg.inv(stiffness)
s11, s12 = compliance[0, 0], compliance[0, 1]


def strain_tensor(stress):
    voigt = np.array([stress[0, 0], stress[1, 1], stress[2, 2],
                      stress[1, 2], stress[0, 2], stress[0, 1]])
    e = compliance @ voigt
    return np.array([[e[0], e[5] / 2, e[4] / 2],
                     [e[5] / 2, e[1], e[3] / 2],
                     [e[4] / 2, e[3] / 2, e[2]]])


# Boltzmann transport summed on a Cartesian k grid (energies in kT).
# The relaxation time depends on energy: tau = 1/(1+energy).
line = np.arange(-29, 30) * 0.2
k_points = np.stack(np.meshgrid(line, line, line, indexing="ij"), -1)
k_points = k_points.reshape(-1, 3)


def valley_sums(axis):
    along = np.outer(axis, axis)
    inverse_mass = along / m_l + (np.eye(3) - along) / m_t
    velocity = k_points @ inverse_mass
    energy = 0.5 * np.sum(k_points * velocity, axis=1)
    occupation = np.exp(-energy)
    weight = occupation / (1 + energy)
    return occupation.sum(), velocity.T @ (velocity * weight[:, None])


def valley_weights(stress, axes):
    e = strain_tensor(stress)
    shifts = np.array([xi_d * np.trace(e) + xi_u * a @ e @ a for a in axes])
    return np.exp(-shifts / kT)


def resistivity(stress, axes, sums):
    weights = valley_weights(stress, axes)
    density = sum(w * s[0] for w, s in zip(weights, sums))
    conductivity = sum(w * s[1] for w, s in zip(weights, sums))
    return np.linalg.inv(conductivity / density)


def stress_response(pattern, axes, sums, step=1e6):
    plus = resistivity(step * pattern, axes, sums)
    minus = resistivity(-step * pattern, axes, sums)
    rho0 = resistivity(0 * pattern, axes, sums)[0, 0]
    return (plus - minus) / (2 * step * rho0)


axes_100 = np.eye(3)
axes_111 = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1],
                     [-1, -1, 1]]) / np.sqrt(3)
sums_100 = [valley_sums(a) for a in axes_100]
sums_111 = [valley_sums(a) for a in axes_111]
tension = np.diag([1.0, 0.0, 0.0])
shear = np.zeros((3, 3))
shear[0, 1] = shear[1, 0] = 1.0
response = stress_response(tension, axes_100, sums_100)
grid11, grid12 = response[0, 0], response[1, 1]
grid44 = stress_response(shear, axes_100, sums_100)[0, 1]
assert abs(grid11 / pi11 - 1) < 1e-4
assert abs(grid12 / pi12 - 1) < 1e-4
assert abs(grid44 / pi11) < 1e-8

direction = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
response110 = stress_response(np.outer(direction, direction),
                              axes_100, sums_100)
grid110 = direction @ response110 @ direction
assert abs(grid110 / (pi11 / 4) - 1) < 1e-4

# Contrast: valleys on <111> respond to shear and not to [100] tension
contrast = stress_response(tension, axes_111, sums_111)
contrast44 = stress_response(shear, axes_111, sums_111)[0, 1]
assert np.max(np.abs(np.diag(contrast))) < 1e-6 * abs(contrast44)
assert abs(contrast44) > 0.1 * abs(pi11)

# Finite tension along [100]
large_stress = 100e6
population = valley_weights(large_stress * tension, axes_100)
population = population / population.sum()
rho_zero = resistivity(0 * tension, axes_100, sums_100)[0, 0]
rho_large = resistivity(large_stress * tension, axes_100, sums_100)[0, 0]
finite_change = rho_large / rho_zero - 1
linear_change = pi11 * large_stress
splitting = xi_u * large_stress / (c11 - c12)

# Two-band Hamiltonian of a [001] valley with shear strain e_xy
hbar2_m = const.hbar**2 / const.m_e / const.e * 1e18  # eV nm^2
coupling_mass = 1 / (1 / m_t - 1)
k_valley = np.sqrt(band_gap_at_valley * m_l / (2 * hbar2_m))


def lower_band(kx, ky, kz, e_xy):
    a = hbar2_m * kz * k_valley / m_l
    b = shear_potential * e_xy - hbar2_m * kx * ky / coupling_mass
    split = np.linalg.eigvalsh(np.array([[b, -1j * a], [1j * a, -b]]))[0]
    return hbar2_m * (kz**2 / m_l + (kx**2 + ky**2) / m_t) / 2 + split


def valley_minimum(e_xy):
    found = minimize_scalar(lambda kz: lower_band(0, 0, kz, e_xy),
                            bounds=(0.5 * k_valley, 1.5 * k_valley),
                            method="bounded", options={"xatol": 1e-9})
    return found.x, found.fun


def cross_inverse_mass(e_xy, h=0.02):
    kz = valley_minimum(e_xy)[0]
    total = sum(p * q * lower_band(p * h, q * h, kz, e_xy)
                for p in (1, -1) for q in (1, -1))
    return total / (4 * h * h * hbar2_m)


test_strain = 2e-4
base = valley_minimum(0.0)[1]
shift_one = valley_minimum(test_strain)[1] - base
shift_two = valley_minimum(2 * test_strain)[1] - base
assert abs(shift_two / shift_one - 4) < 0.02
cross_numeric = cross_inverse_mass(test_strain)
cross_formula = (2 * shear_potential * test_strain
                 / (coupling_mass * band_gap_at_valley))
assert abs(cross_numeric / cross_formula - 1) < 0.01

pi44_mass = -(shear_potential / (coupling_mass * band_gap_at_valley * c44)
              / (1 / m_l + 2 / m_t))
mean_inverse_mass = np.eye(3) * (1 / m_l + 2 / m_t) / 3
rho_unstrained = np.linalg.inv(mean_inverse_mass)[0, 0]
mean_inverse_mass[0, 1] = mean_inverse_mass[1, 0] = cross_numeric / 3
shear_stress = 2 * c44 * test_strain
pi44_numeric = (np.linalg.inv(mean_inverse_mass)[0, 1]
                / rho_unstrained / shear_stress)
assert abs(pi44_numeric / pi44_mass - 1) < 0.01
shear_strain_large = large_stress / (2 * c44)
shear_shift = valley_minimum(shear_strain_large)[1] - base

# Acoustic plus intervalley (between different axes) scattering
energy_step = 30 / 400000
x = (np.arange(400000) + 0.5) * energy_step
phonon = phonon_energy / kT
phonon_number = 1 / np.expm1(phonon)


def conductivities(split, strength):
    shifts = split * np.array([2 / 3, -1 / 3, -1 / 3])
    weights = np.exp(-shifts)
    weights = weights / weights.sum()
    valley = np.zeros(3)
    for i in range(3):
        rate = np.sqrt(x)
        for j in range(3):
            if j != i:
                gap = shifts[j] - shifts[i]
                absorb = np.sqrt(np.maximum(x + phonon - gap, 0))
                emit = np.sqrt(np.maximum(x - phonon - gap, 0))
                rate = rate + strength / 2 * (phonon_number * absorb
                                              + (phonon_number + 1) * emit)
        valley[i] = weights[i] * np.sum(x**1.5 * np.exp(-x) / rate)
    mobility = np.full((3, 3), 1 / m_t) + np.eye(3) * (1 / m_l - 1 / m_t)
    return mobility @ valley


def scattering_response(strength, d=0.01):
    change = conductivities(d, strength) - conductivities(-d, strength)
    return -change / (2 * d * conductivities(0.0, strength))


geometry_factor = -2 / 3 * (K - 1) / (2 * K + 1)
assert abs(scattering_response(0.0)[0] / geometry_factor - 1) < 1e-3
enhancement = {}
scattering_ratio = {}
for strength in (0.3, 3.0):
    r = scattering_response(strength)
    # tolerance covers the grid error at the phonon-emission threshold
    assert abs(r[0] + 2 * r[1]) < 5e-3 * abs(r[0])
    enhancement[strength] = r[0] / geometry_factor
    scattering_ratio[strength] = r[1] / r[0]
    assert enhancement[strength] > 1

# Fermi-Dirac statistics with acoustic scattering
dos_mass = (m_l * m_t**2) ** (1 / 3) * const.m_e
n_c = 12 * (2 * np.pi * dos_mass * const.k * temperature
            / const.h**2) ** 1.5 * 1e-6


def integral(function):
    return quad(function, 0, 80, epsabs=0, epsrel=1e-10, limit=300)[0]


def filling(eta):
    return 2 / np.sqrt(np.pi) * integral(
        lambda y: np.sqrt(y) * expit(eta - y))


def valley_flux(eta):
    return integral(lambda y: y * expit(eta - y) * expit(y - eta))


def fermi_level(density):
    return brentq(lambda eta: filling(eta) / (density / n_c) - 1, -20, 20)


def degeneracy_factor(density):
    eta = fermi_level(density)
    return expit(eta) / np.log1p(np.exp(eta))


def degenerate_sigma11(density, d):
    target = density / n_c
    eta = brentq(lambda z: (filling(z - 2 * d / 3)
                            + 2 * filling(z + d / 3)) / (3 * target) - 1,
                 -20, 20)
    return (valley_flux(eta - 2 * d / 3) / m_l
            + 2 * valley_flux(eta + d / 3) / m_t)


dense, d = 1e20, 0.01
slope = -(degenerate_sigma11(dense, d) - degenerate_sigma11(dense, -d)) / (
    2 * d * degenerate_sigma11(dense, 0.0))
assert abs(slope / geometry_factor / degeneracy_factor(dense) - 1) < 1e-3

# Bounds on the measured residual from rounding to two figures
residual = meas11 + 2 * meas12
residual_error = 5.0 + 2 * 0.5

print(f"temperature = {temperature:.0f} K, kT = {kT*1e3:.2f} meV")
print(f"masses m_l, m_t (rough) = {m_l}, {m_t} m0")
print(f"mobility ratio K = {K:.3f}")
print(f"xi_u, xi_d (rough) = {xi_u}, {xi_d} eV")
print(f"c11, c12, c44 (rough) = {c11/1e9:.0f}, {c12/1e9:.0f}, "
      f"{c44/1e9:.0f} GPa")
print(f"factor (K-1)/(2K+1) = {(K-1)/(2*K+1):.4f}")
print("coefficients below in 1e-11/Pa")
print(f"formula pi11 = {pi11/unit:.2f}, pi12 = {pi12/unit:.2f}")
print(f"k-grid pi11 = {grid11/unit:.2f}, pi12 = {grid12/unit:.2f}")
print(f"k-grid |pi44/pi11| below 1e-8: {abs(grid44/pi11) < 1e-8}")
print(f"k-grid longitudinal [110] = {grid110/unit:.2f}")
print(f"<111> valleys, same parameters: pi44 = {contrast44/unit:.2f}")
print(f"Smith, rough: pi11 = {meas11:.0f}, pi12 = {meas12:.0f}, "
      f"pi44 = {meas44:.0f}")
print(f"model/measured pi11 = {pi11/unit/meas11:.2f}, "
      f"pi12 = {pi12/unit/meas12:.2f}")
print(f"measured pi12/pi11 = {meas12/meas11:.2f}")
print(f"measured pi11+2*pi12 = {residual:.0f} +/- {residual_error:.0f} "
      "(rounding only)")
print(f"xi_u that would give measured pi11 = "
      f"{xi_u*meas11*unit/pi11:.1f} eV")
print(f"pi11 for K 20% smaller = {pi11_formula(0.8*K)/unit:.2f}")
print(f"pi11 limit for infinite K = {pi11_formula(1e12)/unit:.2f}")
print(f"pi11 at 233 K = {pi11_formula(K, 233)/unit:.2f}, "
      f"at 398 K = {pi11_formula(K, 398)/unit:.2f}")
print(f"[100] tension = {large_stress/1e6:.0f} MPa")
print(f"valley splitting = {splitting*1e3:.2f} meV, "
      f"over kT = {splitting/kT:.3f}")
print("populations of [100],[010],[001] pairs = "
      + ", ".join(f"{p:.4f}" for p in population))
print(f"resistivity change: linear = {100*linear_change:.2f} %, "
      f"full Boltzmann = {100*finite_change:.2f} %")
print(f"shear potential D_s, gap (rough) = {shear_potential}, "
      f"{band_gap_at_valley} eV")
print(f"coupling mass M = {coupling_mass:.4f} m0")
print(f"shear strain e_xy in mass test = {test_strain:.1e}")
print(f"1/m_xy: diagonalized = {cross_numeric:.5f}, "
      f"formula = {cross_formula:.5f} 1/m0")
print(f"valley shift ratio on doubling shear = {shift_two/shift_one:.3f}")
print(f"valley shift at 100 MPa shear = {shear_shift*1e3:.3f} meV")
print(f"pi44 from mass change = {pi44_mass/unit:.2f}")
print(f"intervalley phonon energy (rough) = {phonon_energy*1e3:.0f} meV")
for strength in enhancement:
    print(f"intervalley strength {strength}: pi11 factor = "
          f"{enhancement[strength]:.3f}, pi12/pi11 = "
          f"{scattering_ratio[strength]:.3f}")
print(f"effective density of states = {n_c:.2e} cm^-3")
print(f"doping = {doping_cm3:.0e} cm^-3: 1 - degeneracy factor = "
      f"{1-degeneracy_factor(doping_cm3):.1e}")
print(f"degeneracy factor at 1e19 cm^-3 = {degeneracy_factor(1e19):.3f}, "
      f"at 1e20 cm^-3 = {degeneracy_factor(1e20):.3f}")
print(f"sample-shape term in resistance = {(s11-2*s12)/unit:.2f}")
print(f"volume term at fixed electron number = {(s11+2*s12)/unit:.2f}")
print("verified")
```

Output:

```
temperature = 300 K, kT = 25.85 meV
masses m_l, m_t (rough) = 0.92, 0.19 m0
mobility ratio K = 4.842
xi_u, xi_d (rough) = 9.0, 1.1 eV
c11, c12, c44 (rough) = 166, 64, 80 GPa
factor (K-1)/(2K+1) = 0.3596
coefficients below in 1e-11/Pa
formula pi11 = -81.82, pi12 = 40.91
k-grid pi11 = -81.82, pi12 = 40.91
k-grid |pi44/pi11| below 1e-8: True
k-grid longitudinal [110] = -20.46
<111> valleys, same parameters: pi44 = -52.16
Smith, rough: pi11 = -100, pi12 = 53, pi44 = -14
model/measured pi11 = 0.82, pi12 = 0.77
measured pi12/pi11 = -0.53
measured pi11+2*pi12 = 6 +/- 6 (rounding only)
xi_u that would give measured pi11 = 11.0 eV
pi11 for K 20% smaller = -74.75
pi11 limit for infinite K = -113.77
pi11 at 233 K = -105.35, at 398 K = -61.68
[100] tension = 100 MPa
valley splitting = 8.82 meV, over kT = 0.341
populations of [100],[010],[001] pairs = 0.2622, 0.3689, 0.3689
resistivity change: linear = -8.18 %, full Boltzmann = -7.13 %
shear potential D_s, gap (rough) = 14.0, 0.53 eV
coupling mass M = 0.2346 m0
shear strain e_xy in mass test = 2.0e-04
1/m_xy: diagonalized = 0.04504, formula = 0.04504 1/m0
valley shift ratio on doubling shear = 4.000
valley shift at 100 MPa shear = -0.144 meV
pi44 from mass change = -12.12
intervalley phonon energy (rough) = 50 meV
intervalley strength 0.3: pi11 factor = 1.102, pi12/pi11 = -0.500
intervalley strength 3.0: pi11 factor = 1.438, pi12/pi11 = -0.500
effective density of states = 2.74e+19 cm^-3
doping = 5e+14 cm^-3: 1 - degeneracy factor = 9.1e-06
degeneracy factor at 1e19 cm^-3 = 0.845, at 1e20 cm^-3 = 0.356
sample-shape term in resistance = 1.19
volume term at fixed electron number = 0.34
verified
```
